# Seraphin coefficients and their zeros in a semiconductor reflectance spectrum

## What a modulated reflectance signal does not say by itself

A modulation experiment records the relative change $\Delta R/R$ of a reflectance. If that signal is read directly as a change of absorption, the reading can fail in sign as well as in size. The same change of the dielectric function raises $R$ at one photon energy and lowers it at another, and at some energies a change of $\varepsilon_1$ or of $\varepsilon_2$ has no first-order effect. Interpreting the signal requires the pair of Seraphin coefficients $\alpha$ and $\beta$ in

$$\frac{\Delta R}{R}=\alpha\,\Delta\varepsilon_1+\beta\,\Delta\varepsilon_2 .$$

They depend on the unmodulated dielectric function and on the ambient, not on the cause of the modulation. Even when they are known, one value of $\Delta R/R$ fixes only one combination of $\Delta\varepsilon_1$ and $\Delta\varepsilon_2$. Separating the two needs a further relation, such as a Kramers–Kronig analysis of a whole spectrum.

## Conventions and derivation

Light falls at normal incidence from a transparent ambient of real index $n_a$, with $\varepsilon_a=n_a^2$. The sample is uniform, isotropic and non-magnetic, and no light returns from its back surface. Thickness ensures this only where the sample absorbs; in a transparent range the back reflection has to be removed by other means, such as a roughened or wedged back. The time factor is $e^{-i\omega t}$, so that

$$\varepsilon=\varepsilon_1+i\varepsilon_2=\tilde n^2,\qquad \tilde n=n+ik,\qquad n,k\ge 0 .$$

The modulation changes $\varepsilon$ uniformly over the depth that the light probes, and leaves the ambient unchanged.

Let the incident, reflected and transmitted electric amplitudes at the surface be $1$, $r$ and $t$. The magnetic amplitude is proportional to index times electric amplitude, with the opposite sign for the reflected wave. Continuity of both tangential fields gives

$$1+r=t,\qquad n_a(1-r)=\tilde n t .$$

Eliminating $t$ gives $n_a-\tilde n=r(n_a+\tilde n)$, hence

$$r=\frac{n_a-\tilde n}{n_a+\tilde n},\qquad R=|r|^2 .$$

The logarithmic derivative is

$$\frac{d\ln r}{d\tilde n}=-\frac{1}{n_a-\tilde n}-\frac{1}{n_a+\tilde n}
=-\frac{2n_a}{\varepsilon_a-\varepsilon}=\frac{2n_a}{\varepsilon-\varepsilon_a}.$$

Since $d\varepsilon=2\tilde n\,d\tilde n$, dividing by $2\tilde n$ gives $d\ln r/d\varepsilon=n_a/[\tilde n(\varepsilon-\varepsilon_a)]$. Moreover $\ln R=\ln r+\ln r^*$, so $d\ln R=2\,\mathrm{Re}\,d\ln r$. To first order, therefore,

$$\frac{\Delta R}{R}=\mathrm{Re}(C\,\Delta\varepsilon),\qquad
C=\frac{2n_a}{\sqrt{\varepsilon}\,(\varepsilon-\varepsilon_a)} .$$

Write $C=\alpha-i\beta$. The real part of $(\alpha-i\beta)(\Delta\varepsilon_1+i\Delta\varepsilon_2)$ is $\alpha\Delta\varepsilon_1+\beta\Delta\varepsilon_2$, because $-i\cdot i=1$. Thus $\alpha=\mathrm{Re}\,C$ and $\beta=-\mathrm{Im}\,C$. If data use $\varepsilon_1-i\varepsilon_2$ instead, they should be conjugated before this formula is applied.

To obtain real formulas, expand the denominator:

$$(n+ik)(n^2-k^2-\varepsilon_a+2ink)=X+iY,$$

$$X=n(n^2-k^2-\varepsilon_a)-2nk^2=n(n^2-3k^2-\varepsilon_a),$$

$$Y=k(n^2-k^2-\varepsilon_a)+2n^2k=k(3n^2-k^2-\varepsilon_a).$$

Multiplying numerator and denominator of $C$ by $X-iY$ gives

$$\alpha=\frac{2n_a n(n^2-3k^2-\varepsilon_a)}{D},\qquad
\beta=\frac{2n_a k(3n^2-k^2-\varepsilon_a)}{D},$$

$$D=X^2+Y^2=|\varepsilon|\,|\varepsilon-\varepsilon_a|^2 .$$

The ambient enters as a scale. With $\hat\varepsilon=\varepsilon/\varepsilon_a$,

$$C\,\Delta\varepsilon=\frac{2\,\Delta\hat\varepsilon}{\sqrt{\hat\varepsilon}\,(\hat\varepsilon-1)} ,$$

so a map drawn for vacuum serves any transparent ambient once $\varepsilon$ and $\Delta\varepsilon$ are divided by $\varepsilon_a$.

## The mixing angle

Define

$$\theta=\arg\sqrt{\varepsilon}+\arg(\varepsilon-\varepsilon_a).$$

Then $C=|C|e^{-i\theta}$, and

$$\alpha=|C|\cos\theta,\qquad \beta=|C|\sin\theta,\qquad
\frac{\Delta R}{R}=|C||\Delta\varepsilon|\cos(\arg\Delta\varepsilon-\theta).$$

A change of fixed size gives the largest positive first-order signal when its phase equals $\theta$. For $n,k>0$ the first argument lies between $0$ and $90^\circ$ and the second between $0$ and $180^\circ$, so $0<\theta<270^\circ$. Adding the two arguments separately avoids the artificial jump at $180^\circ$ that the argument of the product would have.

## Where a coefficient vanishes

From $|\varepsilon|=n^2+k^2$ and $\varepsilon_1=n^2-k^2$,

$$n^2=\frac{|\varepsilon|+\varepsilon_1}{2},\qquad k^2=\frac{|\varepsilon|-\varepsilon_1}{2}.$$

The brackets that set the signs become

$$n^2-3k^2-\varepsilon_a=2\varepsilon_1-|\varepsilon|-\varepsilon_a,\qquad
3n^2-k^2-\varepsilon_a=2\varepsilon_1+|\varepsilon|-\varepsilon_a .$$

For an absorbing medium, $\alpha=0$ therefore means $|\varepsilon|=2\varepsilon_1-\varepsilon_a$, and $\beta=0$ means $|\varepsilon|=\varepsilon_a-2\varepsilon_1$. Squaring either condition gives

$$\varepsilon_1^2+\varepsilon_2^2=4\varepsilon_1^2-4\varepsilon_1\varepsilon_a+\varepsilon_a^2,$$

$$\varepsilon_2^2=(\varepsilon_1-\varepsilon_a)(3\varepsilon_1-\varepsilon_a).$$

Both zeros lie on one hyperbola; the conditions before squaring select the branch. On $\alpha=0$, $2\varepsilon_1-\varepsilon_a=|\varepsilon|>\varepsilon_1$ requires $\varepsilon_1>\varepsilon_a$. On $\beta=0$, $\varepsilon_a-2\varepsilon_1=|\varepsilon|>\varepsilon_1$ requires $\varepsilon_1<\varepsilon_a/3$.

A transparent medium, $k=0$, is a separate case. There $\beta=0$ throughout and, with $D=n^2(n^2-\varepsilon_a)^2$,

$$\alpha=\frac{2n_a}{n(n^2-\varepsilon_a)} .$$

In the reflectance of the front surface alone, a weak absorption change in this range is therefore invisible in first order, while an accompanying index change is visible. Light returning from the back surface would add a signal of first order in the absorption change.

## Where one coefficient dominates

Here "dominates" compares $|\alpha|$ with $|\beta|$. Since $\alpha^2-\beta^2=\mathrm{Re}\,C^2$ and $C^2=4\varepsilon_a/[\varepsilon(\varepsilon-\varepsilon_a)^2]$, its sign is that of

$$\mathrm{Re}[\varepsilon(\varepsilon-\varepsilon_a)^2]
=\varepsilon_1[(\varepsilon_1-\varepsilon_a)^2-\varepsilon_2^2]-2\varepsilon_2^2(\varepsilon_1-\varepsilon_a).$$

Setting this to zero and collecting the terms in $\varepsilon_2^2$ gives the boundary

$$\varepsilon_2^2(3\varepsilon_1-2\varepsilon_a)=\varepsilon_1(\varepsilon_1-\varepsilon_a)^2 .$$

For $\varepsilon_2>0$ it has three pieces:

- $\theta=45^\circ$ lies at $\varepsilon_1>\varepsilon_a$, because a positive $\alpha$ requires $2\varepsilon_1-\varepsilon_a>|\varepsilon|>\varepsilon_1$.
- $\theta=135^\circ$ lies at $2\varepsilon_a/3<\varepsilon_1<\varepsilon_a$. For $\varepsilon_1>\varepsilon_a$ the two arguments in $\theta$ are below $45^\circ$ and $90^\circ$, and for $\varepsilon_1<0$ they are above these values, so neither side can reach a sum of $135^\circ$. Between $0$ and $2\varepsilon_a/3$ the boundary equation has no solution.
- $\theta=225^\circ$ lies at $\varepsilon_1<0$, since a negative $\beta$ requires $\varepsilon_1<\varepsilon_a/3$.

Hence $\alpha$ dominates for $\theta<45^\circ$ and for $135^\circ<\theta<225^\circ$; $\beta$ dominates in the other two ranges. The middle boundary approaches the vertical line $\varepsilon_1=2\varepsilon_a/3$ when $\varepsilon_2$ is large.

For $|\varepsilon|\gg\varepsilon_a$, put $\varphi=\arg\varepsilon$. Then

$$\arg(\varepsilon-\varepsilon_a)=\varphi+\arg\left(1-\frac{\varepsilon_a}{|\varepsilon|}e^{-i\varphi}\right)
\simeq\varphi+\frac{\varepsilon_a\sin\varphi}{|\varepsilon|},$$

$$\theta\simeq\frac{3\varphi}{2}+\frac{\varepsilon_a\sin\varphi}{|\varepsilon|}\quad\text{(radians)}.$$

At leading order $\alpha$ vanishes at $\varphi=60^\circ$ and $\beta$ at $120^\circ$; their magnitudes agree at $30^\circ$, $90^\circ$ and $150^\circ$. The correction moves these directions to slightly smaller $\varphi$.

## Consequences for a semiconductor spectrum

Take vacuum as ambient, a transparent range with $\varepsilon_1>1$ below the gap, and $\varepsilon_2>0$ above it. Just above the gap $k$ is small, so both coefficients are positive and $\alpha$ dominates.

Far above all interband transitions, let $\varepsilon_1$ approach 1 from below and let $\varepsilon_2$ fall faster than $1-\varepsilon_1$. Then $\alpha<0$, because $2\varepsilon_1-|\varepsilon|-1\le\varepsilon_1-1<0$. Also $\beta>0$, because $2\varepsilon_1+|\varepsilon|-1\ge3\varepsilon_1-1>0$. The argument of $\varepsilon-1$ tends to $180^\circ$ and that of $\sqrt\varepsilon$ to zero, so $\alpha$ again dominates.

For a continuous spectrum with a finite number of sign changes, $\alpha$ must consequently change sign an odd number of times above the gap, and $\beta$ an even number, possibly zero. A negative $\beta$ needs $|\varepsilon|<1-2\varepsilon_1$, and hence $\varepsilon_1<1/3$. A strong absorption band can produce this on its high-energy side, where it lowers $\varepsilon_1$. The return to positive $\beta$ at higher energy may occur where absorption is weak. Near the vertex of the left branch, $\varepsilon_1-1\simeq-2/3$, so the hyperbola gives

$$\varepsilon_2^2\simeq-2\left(\varepsilon_1-\tfrac13\right),\qquad
\varepsilon_1\simeq\tfrac13-\tfrac12\varepsilon_2^2 .$$

## A model spectrum

The following unnamed model semiconductor in vacuum has gap $E_g=1$ eV and two Tauc–Lorentz bands. Above the gap,

$$\varepsilon_2(E)=\sum_j\frac{A_jE_jG_j(E-E_g)^2}{E[(E^2-E_j^2)^2+G_j^2E^2]},$$

and $\varepsilon_2=0$ below it. The amplitudes $A_j$ are 20 and 40 eV, the resonance energies $E_j$ are 3 and 4.5 eV, and the widths $G_j$ are 0.6 and 1 eV. Adaptive quadrature of the Kramers–Kronig principal-value integral supplies

$$\varepsilon_1(E)=1+\frac{2}{\pi}\,\mathcal P\!\int_{E_g}^{\infty}\frac{x\,\varepsilon_2(x)}{x^2-E^2}\,dx .$$

Phonons and core levels are left out.

At 4 eV, $\varepsilon=11.902+13.369i$. Thus $|\varepsilon|=17.900$, $n=3.860$ and $k=1.732$. The two brackets are

$$2(11.902)-17.900-1=4.904,\qquad 2(11.902)+17.900-1=40.704,$$

and $D=17.900\,(10.902^2+13.369^2)\simeq5327$. Hence

$$\alpha=\frac{2(3.860)(4.904)}{5327}=0.0071,\qquad
\beta=\frac{2(1.732)(40.704)}{5327}=0.0265 .$$

The coefficient $\beta$ of $\Delta\varepsilon_2$ dominates here by a factor of about 3.7.

Zeros and equalities were located by bracketing and root finding on numerical derivatives of $\ln R$, between 1.05 and 40 eV. The scan step was 0.05 eV up to 10 eV and 0.5 eV above. The resulting regions are:

| Energy (eV) | Dominant | Zero inside the region (eV) |
|---|---|---|
| 1.05–2.76 | $\alpha>0$ | none |
| 2.76–4.49 | $\beta>0$ | $\alpha$: 3.03, 3.40, 4.18 |
| 4.49–5.53 | $\alpha<0$ | $\beta$: 4.80 |
| 5.53–12.39 | $\beta<0$ | none |
| 12.39–40 | $\alpha<0$ | $\beta$: 15.10 |

Below the gap $\beta=0$. There are three zeros of $\alpha$, not one, because $\varepsilon$ crosses the right branch near the first band, returns between the bands and crosses again near the second.

The first zero of $\alpha$ has $\varepsilon=10.23+16.56i$, so $|\varepsilon|=19.46$. The large-$|\varepsilon|$ correction lowers its direction from $60^\circ$ by $(2/3)(\sin60^\circ)/19.46=0.030$ rad, or $1.7^\circ$, in agreement with the located $58.3^\circ$. At the upper zero of $\beta$, $\varepsilon_2=0.0644$, and the weak-absorption formula gives $\varepsilon_1\simeq0.3333-0.0021=0.331$, which is the located value.

## From coefficients to a measured signal

Dominance of a coefficient does not fix the larger contribution to the signal. Moving the upper resonance to higher energy by 2 meV changes both parts of $\varepsilon$. The last three columns below are in units of $10^{-3}$; "direct" is the change obtained from two complete reflectance calculations.

| $E$ (eV) | $\Delta\varepsilon_1$ | $\Delta\varepsilon_2$ | $\alpha\Delta\varepsilon_1$ | $\beta\Delta\varepsilon_2$ | direct |
|---|---|---|---|---|---|
| 2.0 | −0.0024 | −0.0006 | −0.118 | −0.004 | −0.121 |
| 4.0 | 0.0021 | −0.0480 | 0.015 | −1.271 | −1.257 |
| 4.5 | 0.0967 | 0.0104 | −1.132 | 0.114 | −1.013 |
| 5.0 | −0.0029 | 0.0490 | 0.078 | −0.454 | −0.373 |
| 6.0 | −0.0091 | 0.0065 | 0.533 | −0.545 | −0.012 |

At 5 eV $|\alpha|=0.027$ exceeds $|\beta|=0.009$, yet the $\varepsilon_2$ contribution is larger because $|\Delta\varepsilon_2|$ is about 17 times $|\Delta\varepsilon_1|$. At 6 eV neither coefficient vanishes, but the contributions nearly cancel. A small signal is therefore not evidence of a small $\Delta\varepsilon$.

## Limits of the linear formula

Differentiating $C$ gives

$$\frac{dC}{d\varepsilon}=-C\left[\frac{1}{2\varepsilon}+\frac{1}{\varepsilon-\varepsilon_a}\right].$$

Through second order, $\Delta\ln R=\mathrm{Re}[C\Delta\varepsilon+\tfrac12(dC/d\varepsilon)\Delta\varepsilon^2]$. Exponentiating adds $\tfrac12[\mathrm{Re}(C\Delta\varepsilon)]^2$ to $\Delta R/R$. At $\alpha=0$, $C=-i\beta$, and for a change of $\varepsilon_1$ alone both the linear term and this added square vanish. Using $\mathrm{Im}(1/z)=-\mathrm{Im}\,z/|z|^2$, what remains is

$$\frac{\Delta R}{R}\simeq\frac{\beta\varepsilon_2}{2}
\left[\frac{1}{2|\varepsilon|^2}+\frac{1}{|\varepsilon-\varepsilon_a|^2}\right](\Delta\varepsilon_1)^2 .$$

At the first zero of $\alpha$ in the model, $\Delta\varepsilon_1=0.1$ changes $R$ by a relative $8.1\times10^{-6}$, and doubling the change gives $3.2\times10^{-5}$. A change $\Delta\varepsilon_2=0.1$ gives $2.4\times10^{-3}$. A zero of $\alpha$ thus removes only the linear response to $\Delta\varepsilon_1$; the quadratic response to $\Delta\varepsilon_1$ and the linear response to $\Delta\varepsilon_2$ remain.

The linear formula requires $|\Delta\varepsilon|$ to be small compared with both $|\varepsilon|$ and $|\varepsilon-\varepsilon_a|$, and $|C\Delta\varepsilon|\ll1$. It fails at $\varepsilon=\varepsilon_a$, where $R=0$ and a relative change has no meaning. Close to that point,

$$C\simeq\frac{2}{\varepsilon-\varepsilon_a},\qquad
R\simeq\frac{|\varepsilon-\varepsilon_a|^2}{16\varepsilon_a^2},$$

so the coefficients grow while the absolute first-order change, proportional to $R|C|$, shrinks. In the model at 40 eV, $\alpha=-23.3$ but $R=0.00056$. The product $R|C|\approx0.013$ is about the same as the value $0.0115$ at 4 eV, where $R=0.420$ and $|C|$ is some 850 times smaller. A large coefficient there does not promise a large change in detected light.

Surface films, back reflections, oblique incidence and a modulation that varies over the probed depth change the boundary problem from which $C$ was derived. In those cases the reflectance of the actual structure must be differentiated instead. A uniaxial stress or an electric field in the surface plane makes $\Delta\varepsilon$ a tensor; for light polarized along a principal axis lying in the surface, the formula then applies to the component along that axis.
